# The Two-Photon Recoil Correction to the Muonium Hyperfine Splitting, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two-photon exchange to a Euclidean integral

Suppose that the muon-electron mass ratio is to be extracted from a measured hyperfine splitting of muonium. One must decide whether the Fermi formula with its reduced-mass factor describes the recoil of the muon well enough, or whether two-photon exchange has to be computed as well. The theorem below gives a further recoil shift of $-1.8\times10^{-4}$ relative to the Fermi splitting. The Fermi splitting is nearly proportional to $m/M$, so leaving this shift out would change the fitted mass ratio by nearly the same relative amount. A determination aiming at better than about two parts in ten thousand must include it.

### Conventions and statement

Units are $\hbar=c=1$ and $e^2=4\pi\alpha$. The metric is $(+,-,-,-)$. The light particle has mass $m$, charge $-e$ and spin matrices $\boldsymbol\sigma$; the heavy one has mass $M>m$, charge $+Ze$ and spin matrices $\boldsymbol\sigma'$. Both are point Dirac particles, with $g=2$ before radiative corrections. The reduced mass is $m_r=mM/(m+M)$, and $\gamma=Z\alpha m_r$ is the characteristic momentum of the 1S state. The hyperfine splitting is $E(F=1)-E(F=0)$.

**Theorem.** Let $Z\alpha\ll1$, and let

$$E_F=\frac{8}{3}\,\frac{(Z\alpha)^4m_r^3}{mM}. \tag{1}$$

The recoil contribution to the 1S hyperfine splitting of relative order $Z\alpha$ is

$$\Delta E=-\frac{3Z\alpha}{\pi}\,\frac{mM}{M^2-m^2}\,\ln\frac Mm\;E_F. \tag{2}$$

The dependence on $m/M$ is complete at this order. Radiative corrections, annihilation, nuclear structure and higher powers of $Z\alpha$ are not included.

The proof separates two ranges of momentum. At low momentum the particles are nonrelativistic, and the Fermi interaction acts in the Coulomb wave function. At momenta comparable with the masses, the binding momentum can be neglected and the two-photon amplitude can be taken between particles at rest. This half computes that amplitude; the second half joins the two ranges.

### Lemma 1: the Fermi interaction

*One-photon exchange between slow particles in an S state contains the contact interaction*

$$V_F=\frac{2\pi Z\alpha}{3mM}\,\boldsymbol\sigma\cdot\boldsymbol\sigma', \tag{3}$$

*whose first-order splitting is* $E_F$.

*Proof.* A particle of charge $Q$ has the vertex $-iQ\gamma^\mu$. The electron vertex is therefore $+ie\gamma^\mu$ and the heavy-particle vertex $-iZe\gamma^\mu$. With the photon propagator $-ig_{\mu\nu}/q^2$,

$$i\mathcal M_1=(ie)(-iZe)\frac{-i}{q^2}\,j^\mu J_\mu
=-\frac{iZe^2}{q^2}\,j^\mu J_\mu .$$

Here $j^\mu=\bar u\gamma^\mu u$ and $J^\mu=\bar U\gamma^\mu U$, with $u^\dagger u=U^\dagger U=1$. For no energy transfer, $q^2=-\mathbf q^2$. The potential in Born approximation is $V=-\mathcal M$, so

$$V=-\frac{Ze^2}{\mathbf q^2}\left(j^0J^0-\mathbf j\cdot\mathbf J\right).$$

The first term is the Coulomb attraction $-4\pi Z\alpha/\mathbf q^2$, which confirms the sign.

For the magnetic term, let the electron momentum change from $-\mathbf q/2$ to $\mathbf q/2$. To first order in momentum over mass, the lower components of its spinor are $\boldsymbol\sigma\cdot\mathbf p\,\chi/2m$, where $\chi$ is the two-component spinor. The current, written as a matrix acting on $\chi$, is

$$\begin{aligned}
j_i&=\frac{1}{2m}\left[\sigma_i\,\boldsymbol\sigma\cdot\left(-\frac{\mathbf q}{2}\right)
+\boldsymbol\sigma\cdot\frac{\mathbf q}{2}\,\sigma_i\right]\\
&=\frac{q_l[\sigma_l,\sigma_i]}{4m}
=\frac{i(\boldsymbol\sigma\times\mathbf q)_i}{2m}.
\end{aligned}$$

The heavy particle receives $-\mathbf q$, so $\mathbf J=-i(\boldsymbol\sigma'\times\mathbf q)/2M$. The magnetic part of the potential is consequently

$$\frac{4\pi Z\alpha}{\mathbf q^2}\,
\frac{(\boldsymbol\sigma\times\mathbf q)\cdot(\boldsymbol\sigma'\times\mathbf q)}{4mM}.$$

An S state has no preferred direction, so $q_iq_j$ may be replaced by $\mathbf q^2\delta_{ij}/3$. From

$$(\boldsymbol\sigma\times\mathbf q)\cdot(\boldsymbol\sigma'\times\mathbf q)
=\mathbf q^2\,\boldsymbol\sigma\cdot\boldsymbol\sigma'
-(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma'\cdot\mathbf q)$$

the average is $\tfrac23\mathbf q^2\boldsymbol\sigma\cdot\boldsymbol\sigma'$, which gives (3).

A constant in momentum space is a delta function in position space. Its expectation value contains $|\psi(0)|^2=\gamma^3/\pi$. The product $\boldsymbol\sigma\cdot\boldsymbol\sigma'$ equals $1$ for $F=1$ and $-3$ for $F=0$, a difference of 4. The splitting is therefore

$$4\,\frac{2\pi Z\alpha}{3mM}\,\frac{(Z\alpha m_r)^3}{\pi}
=\frac83\frac{(Z\alpha)^4m_r^3}{mM}. \qquad\square$$

### The two-photon amplitude

At threshold $p=(m,\mathbf0)$ and $P=(M,\mathbf0)$, both before and after the exchange. The electron absorbs a photon of momentum $k$ and then emits one of momentum $k$. The heavy particle can emit and absorb the photons in either order. The two orders are the box and the crossed box.

The four vertices give $(ie)^2(-iZe)^2=Z^2e^4$. The two fermion propagators supply $i^2=-1$ and the two photon propagators $(-i)^2=-1$, so these signs cancel. Hence

$$i\mathcal M_2=Z^2e^4\int\frac{d^4k}{(2\pi)^4}
\frac{t^{\mu\nu}(k)\,T_{\mu\nu}(k)}{(k^2)^2}, \tag{4}$$

$$t^{\mu\nu}(k)=\bar u\,\frac{\gamma^\mu(\not p+\not k+m)\gamma^\nu}{k^2+2mk_0}\,u, \tag{5}$$

$$T_{\mu\nu}(k)=\bar U\left[
\frac{\gamma_\mu(\not P-\not k+M)\gamma_\nu}{k^2-2Mk_0}
+\frac{\gamma_\nu(\not P+\not k+M)\gamma_\mu}{k^2+2Mk_0}\right]U. \tag{6}$$

The denominators follow from $(p+k)^2-m^2=k^2+2mk_0$ and its analogues. The usual $+i0$ in each denominator is understood.

### Lemma 2: the spin part of a particle line

*In the sum over both photon orders, the part of the forward tensor symmetric in $\mu,\nu$ does not depend on spin. The antisymmetric part comes from $\not k$ in the numerator. With*

$$B^{\mu\nu}=\tfrac12\,\bar u
\left(\gamma^\mu\not k\gamma^\nu-\gamma^\nu\not k\gamma^\mu\right)u, \tag{7}$$

*its components are*

$$B^{ij}=i\epsilon^{ijl}\sigma_lk_0,\qquad
B^{0j}=i(\boldsymbol\sigma\times\mathbf k)^j . \tag{8}$$

*Proof.* First take the terms without $\not k$. Moving $\not p$ past $\gamma^\nu$ gives

$$(\not p+m)\gamma^\nu u=\left[2p^\nu-\gamma^\nu(\not p-m)\right]u=2p^\nu u,$$

because $(\not p-m)u=0$. At rest $\bar u\gamma^\mu u$ has the time component 1 and no space component, so it equals $p^\mu/m$. These terms become $2p^\mu p^\nu/m$, which is symmetric and independent of spin.

For the symmetric part containing $\not k$, the Dirac algebra gives

$$\tfrac12(\gamma^\mu\not k\gamma^\nu+\gamma^\nu\not k\gamma^\mu)
=k^\mu\gamma^\nu+k^\nu\gamma^\mu-g^{\mu\nu}\not k .$$

Each term again contains one $\gamma$ matrix between spinors at rest, and is independent of spin.

The antisymmetric part is (7), apart from its denominator. In the Dirac representation

$$[\gamma^i,\gamma^j]=-2i\epsilon^{ijl}\Sigma^l,$$

where $\Sigma^l$ has $\sigma_l$ in both diagonal blocks. Write $\not k=\gamma^0k_0-\gamma^ak^a$. For two spatial indices, the time term gives

$$\begin{aligned}
\tfrac12(\gamma^i\gamma^0\gamma^j-\gamma^j\gamma^0\gamma^i)k_0
&=-\tfrac12\gamma^0[\gamma^i,\gamma^j]k_0\\
&=i\epsilon^{ijl}\gamma^0\Sigma^lk_0 .
\end{aligned}$$

A product of three spatial $\gamma$ matrices connects upper with lower components. It vanishes between spinors at rest, whose lower components are zero. Since $\bar u\gamma^0=u^\dagger$, the first formula in (8) follows.

For one time index, the part of $\not k$ containing $\gamma^0$ gives $\gamma^j-\gamma^j=0$. The spatial part gives

$$\begin{aligned}
-\tfrac12k^a(\gamma^0\gamma^a\gamma^j-\gamma^j\gamma^a\gamma^0)
&=-\tfrac12k^a\gamma^0[\gamma^a,\gamma^j]\\
&=i\epsilon^{ajl}k^a\gamma^0\Sigma^l .
\end{aligned}$$

Since $\epsilon^{ajl}k^a\sigma_l=(\boldsymbol\sigma\times\mathbf k)^j$, the second formula follows. $\square$

The antisymmetric tensor also satisfies

$$k_\mu B^{\mu\nu}
=\tfrac12\,\bar u(k^2\gamma^\nu-\gamma^\nu k^2)u=0 .$$

A term proportional to $k_\mu k_\alpha$ in a photon propagator therefore cannot change the product of the two antisymmetric tensors. Acting on a symmetric tensor, such terms in the two propagators leave it symmetric, so they create no new spin-spin term. The spin-spin amplitude is the same in every covariant gauge of this type.

### Lemma 3: the spin-spin amplitude

*After averaging over the directions of* $\mathbf k$,

$$i\mathcal M_2=4Z^2e^4\,\boldsymbol\sigma\cdot\boldsymbol\sigma'
\int\frac{d^4k}{(2\pi)^4}
\frac{k_0^2-\frac23\mathbf k^2}
{[(k^2)^2-4m^2k_0^2][(k^2)^2-4M^2k_0^2]} . \tag{9}$$

*Proof.* Equation (6) shows that $T_{\mu\nu}(-k)=T_{\nu\mu}(k)$. Changing $k$ to $-k$ in the integral (4) therefore permits the replacement

$$t^{\mu\nu}(k)\to\tfrac12\left[t^{\mu\nu}(k)+t^{\nu\mu}(-k)\right].$$

In the second term the sign of $\not k$ changes and the indices are exchanged. For the antisymmetric part these two signs cancel. The electron line thus contributes

$$\frac12B^{\mu\nu}\left[\frac1{k^2+2mk_0}+\frac1{k^2-2mk_0}\right]
=\frac{k^2B^{\mu\nu}}{(k^2)^2-4m^2k_0^2}.$$

In $T_{\mu\nu}$ both orders give a minus sign: the first through $-\not k$, the second through the exchanged indices. With $B'$ denoting (8) with $\boldsymbol\sigma'$, the result is

$$-\frac{2k^2B'_{\mu\nu}}{(k^2)^2-4M^2k_0^2}.$$

Symmetric tensors contracted with antisymmetric ones vanish, and the product of the two symmetric tensors has no spin dependence. The spin-spin part is therefore the product of the two antisymmetric tensors.

In that product, lowering two spatial indices gives no sign. Lowering one time and one spatial index gives a minus sign, and such components occur twice. Thus

$$\begin{aligned}
B^{\mu\nu}B'_{\mu\nu}
&=B^{ij}B'^{ij}-2B^{0j}B'^{0j}\\
&=-2k_0^2\boldsymbol\sigma\cdot\boldsymbol\sigma'
+2(\boldsymbol\sigma\times\mathbf k)\cdot(\boldsymbol\sigma'\times\mathbf k)\\
&\to-2\left(k_0^2-\tfrac23\mathbf k^2\right)
\boldsymbol\sigma\cdot\boldsymbol\sigma' .
\end{aligned}$$

The last line uses the directional average from Lemma 1. The factor $-2$ from the heavy line and this factor $-2$ give $+4$. The factors $k^2$ from the two particle lines cancel $1/(k^2)^2$ from the photons, leaving (9). $\square$

### Lemma 4: the Euclidean form

*Let $k=|\mathbf k|$ from here on, $K^2=k^2+k_4^2$ and $k_4=K\cos\theta$. Then the two-photon potential $V_2=-\mathcal M_2$ satisfies*

$$\frac{V_2}{V_F}=\frac{8Z\alpha mM}{\pi^2}
\int K\,dK\int_0^\pi d\theta\,
\frac{\sin^2\theta\,(2+\cos^2\theta)}
{(K^2+4m^2\cos^2\theta)(K^2+4M^2\cos^2\theta)}, \tag{10}$$

*with a lower cutoff on the momentum still to be imposed.*

*Proof.* Keep $k>0$ fixed and consider the $k_0$ integral. With $E=\sqrt{m^2+k^2}$, the electron denominators vanish at

$$k_0=E-m,\quad E+m,\quad m-E,\quad -m-E .$$

The $+i0$ prescription puts the positive poles below the real axis and the negative ones above it. The heavy particle has the same arrangement with $M$. Turning the contour counterclockwise to the imaginary axis sweeps the first and third quadrants, which contain no poles. The integrand decreases as $k_0^{-6}$, so the arcs at infinity do not contribute.

Set $k_0=ik_4$. Then $dk_0=i\,dk_4$, $(k^2)^2$ in the covariant expression becomes $K^4$, and $-4m^2k_0^2$ becomes $+4m^2k_4^2$. The numerator changes to $-(k_4^2+\tfrac23k^2)$. Cancelling the common factor $i$ and using $V_2=-\mathcal M_2$ gives

$$V_2=4Z^2e^4\,\boldsymbol\sigma\cdot\boldsymbol\sigma'
\int\frac{d^3k\,dk_4}{(2\pi)^4}
\frac{k_4^2+\frac23k^2}
{(K^4+4m^2k_4^2)(K^4+4M^2k_4^2)} .$$

Now $e^4=16\pi^2\alpha^2$ and $d^3k=4\pi k^2dk$. The numerical prefactor is

$$4\cdot\frac{16\pi^2}{16\pi^4}\cdot4\pi\cdot\frac13=\frac{16}{3\pi},$$

where the factor $1/3$ comes from writing the numerator as $(2k^2+3k_4^2)/3$. Dividing $16Z^2\alpha^2/3\pi$ by $2\pi Z\alpha/3mM$ yields

$$\frac{V_2}{V_F}=\frac{8Z\alpha mM}{\pi^2}
\int dk\,dk_4\,
\frac{k^2(2k^2+3k_4^2)}
{(K^4+4m^2k_4^2)(K^4+4M^2k_4^2)}. \tag{11}$$

Finally, put $k=K\sin\theta$ and $k_4=K\cos\theta$, so that $dk\,dk_4=K\,dK\,d\theta$. The numerator becomes

$$K^4\sin^2\theta(2\sin^2\theta+3\cos^2\theta)
=K^4\sin^2\theta(2+\cos^2\theta).$$

Each denominator contains a factor $K^2$. Their product cancels this $K^4$ and gives (10). $\square$

The numerical check asserts the agreement of the integrand in (11) with an explicit sum over Dirac matrices in two gauges, for three mass ratios. It also tests the contour rotation by comparing it with a sum of residues.

## Second half: the finite remainder and its value in muonium

The symbols carried over are the masses $m<M$, the reduced mass $m_r$, the bound-state momentum $\gamma=Z\alpha m_r$, the Fermi interaction $V_F$ and its splitting $E_F$. The spatial loop momentum is $k$, the Euclidean energy is $k_4$, and $K=\sqrt{k^2+k_4^2}$. The result needed from the first half is (10), the ratio of the threshold two-photon interaction $V_2$ to $V_F$. Its integral diverges at small $K$. The bound-state wave function determines what that divergence means.

### Lemma 5: the angular integral

*For $t>0$ let $\rho=\sqrt{1+t^2}-t$. Then*

$$F(t)\equiv\int_0^\pi d\theta\,
\frac{\sin^2\theta(2+\cos^2\theta)}{t^2+\cos^2\theta}
=\pi\left(\frac{2\rho}{t}+\frac{\rho^2}{2}\right), \tag{12}$$

*and*

$$\frac{V_2}{V_F}=\frac{2Z\alpha mM}{\pi^2(M^2-m^2)}
\int\frac{dK}{K}
\left[F\!\left(\frac K{2M}\right)-F\!\left(\frac K{2m}\right)\right]. \tag{13}$$

*Proof.* With $u=\tan\theta$, $\cos^2\theta=1/(1+u^2)$ and $d\theta=du/(1+u^2)$. The interval from $0$ to $\pi$ covers the real $u$ axis once, so

$$\int_0^\pi\frac{d\theta}{t^2+\cos^2\theta}
=\int_{-\infty}^{\infty}\frac{du}{1+t^2+t^2u^2}
=\frac{\pi}{t\sqrt{1+t^2}} .$$

Since $\sin^2\theta=(1+t^2)-(t^2+\cos^2\theta)$,

$$\int_0^\pi d\theta\,\frac{\sin^2\theta}{t^2+\cos^2\theta}
=\pi\frac{\sqrt{1+t^2}}t-\pi=\frac{\pi\rho}{t}.$$

Now write $2+\cos^2\theta=(2-t^2)+(t^2+\cos^2\theta)$. The second part cancels the denominator and contributes $\int_0^\pi\sin^2\theta\,d\theta=\pi/2$. Therefore

$$F(t)=\frac{(2-t^2)\pi\rho}{t}+\frac\pi2
=\pi\left(\frac{2\rho}{t}-t\rho+\frac12\right).$$

Squaring $\rho+t=\sqrt{1+t^2}$ gives $\rho^2+2t\rho=1$. Hence $\tfrac12-t\rho=\tfrac12\rho^2$, which proves (12).

For (13), put $c=\cos\theta$ and use

$$\begin{aligned}
&\frac1{(K^2+4m^2c^2)(K^2+4M^2c^2)}\\
&\quad=\frac1{4(M^2-m^2)K^2}
\left[\frac{4M^2}{K^2+4M^2c^2}
-\frac{4m^2}{K^2+4m^2c^2}\right].
\end{aligned}$$

Bringing the bracket to a common denominator leaves $4(M^2-m^2)K^2$ in the numerator, which verifies the identity. The first fraction in the bracket is $1/(t^2+c^2)$ with $t=K/2M$, and the second has $t=K/2m$. Inserting this in (10) gives (13). $\square$

At small $t$, $\rho=1-t+t^2/2+O(t^4)$. Consequently

$$F(t)=\frac{2\pi}{t}-\frac{3\pi}{2}+O(t^2). \tag{14}$$

The terms linear in $t$ cancel between the two parts of (12). The first term in (14) causes the small-momentum divergence. In the difference (13) it contributes $4\pi(M-m)/K$, so

$$\left.\frac{V_2}{V_F}\right|_{K\to0}
\simeq\frac{8Z\alpha m_r}{\pi}\int\frac{dK}{K^2}. \tag{15}$$

The constants $-3\pi/2$ are the same for both particles and cancel. There is then no term $\int dK/K$ extending down to the binding momentum, so this exchange produces no factor $\ln(Z\alpha)$ at relative order $Z\alpha$.

The threshold two-photon interaction is now a single integral over $K$, which diverges at small $K$ as in (15) but leaves no logarithm reaching down to the binding momentum. It remains to join this integral to the bound-state wave function without counting any part of the Fermi energy twice, and to evaluate the finite remainder for muonium.
